# Energy transfer from boron and arsenic to silicon in head-on collisions: verification in Python

```python
"""Energy transfer in a head-on collision of an implanted ion with silicon.

Result under test: a free silicon atom at rest, mass M, receives the fraction
k = 4 m M / (m + M)^2 of the energy E of an ion of mass m in an elastic,
non-relativistic head-on collision: about 81 % for B-11, 79 % for As-75.
Off axis the transfer is k E sin^2(theta/2), theta = centre-of-mass angle.
Masses are in u; trajectories use Hartree atomic units.
The ZBL universal potential describes the screened nuclear repulsion.
Q is the energy lost to electrons during the collision.
"""
import numpy as np
import sympy as sp
import mpmath as mp
from scipy import constants as const
from scipy.integrate import solve_ivp, quad
from scipy.optimize import brentq

HARTREE_EV = const.physical_constants["Hartree energy in eV"][0]
BOHR_NM = const.physical_constants["Bohr radius"][0] * 1e9
U_KG = const.physical_constants["atomic mass constant"][0]
U_AU = U_KG / const.m_e

# Input data: atomic masses (u), natural abundances, rough implant energies
SI_MASS = {28: 27.976927, 29: 28.976495, 30: 29.973770}
SI_SHARE = {28: 0.9222, 29: 0.0469, 30: 0.0309}
IONS = {"B-11": dict(m=11.009305, Z=5, A=11, keV=30.0),
        "As-75": dict(m=74.921595, Z=33, A=75, keV=100.0)}
M_SI, Z_SI = SI_MASS[28], 14
TEMPERATURE_K = 300.0
PHONON_EV = 0.064          # rough top phonon energy of silicon
DISPLACEMENT_EV = 15.0     # rough displacement energy
LATTICE_NM = 0.543         # rough cubic lattice constant
ATOMS_PER_NM3 = 8 / LATTICE_NM**3

ZBL_C = np.array([0.1818, 0.5099, 0.2802, 0.02817])
ZBL_D = np.array([3.2, 0.9423, 0.4029, 0.2016])


def fraction(m, M):
    return 4 * m * M / (m + M)**2


def zbl_length(Z):
    return 0.8854 / (Z**0.23 + Z_SI**0.23)


def zbl_potential(r, Z):
    x = np.asarray(r)[..., None] / zbl_length(Z)
    return Z * Z_SI / r * np.sum(ZBL_C * np.exp(-ZBL_D * x), axis=-1)


def zbl_force_over_r(r, Z):
    a = zbl_length(Z)
    terms = ZBL_C * np.exp(-ZBL_D * r / a)
    return Z * Z_SI * np.sum(terms * (1 / r + ZBL_D / a)) / r**2


def trajectory_fraction(m, energy, impact, force_over_r):
    """Integrate Newton's equations for both atoms in the laboratory frame."""
    m_au, M_au = m * U_AU, M_SI * U_AU
    speed = np.sqrt(2 * energy / m_au)

    def motion(t, y):
        separation = y[0:2] - y[2:4]
        r = np.sqrt(separation @ separation)
        force = force_over_r(r) * separation
        return np.concatenate([y[4:8], force / m_au, -force / M_au])

    start = [-12.0, impact, 0, 0, speed, 0, 0, 0]
    run = solve_ivp(motion, (0, 26 / speed), start, method="DOP853",
                    rtol=1e-10, atol=1e-11, max_step=0.02 / speed)
    assert run.success
    recoil_velocity = run.y[6:8, -1]
    return 0.5 * M_au * (recoil_velocity @ recoil_velocity) / energy


def closest_approach(impact, e_rel, Z):
    return brentq(lambda r: 1 - zbl_potential(r, Z) / e_rel - (impact / r)**2,
                  1e-4, 20, xtol=1e-15, rtol=1e-14)


NODES, WEIGHTS = np.polynomial.legendre.leggauss(100)
S_NODES, S_WEIGHTS = (NODES + 1) / 2, WEIGHTS / 2


def scattering_angle(impact, e_rel, Z):
    """Scattering integral; x = r_min/r = 1 - s^2 removes the end singularity."""
    r_min = closest_approach(impact, e_rel, Z)
    x = 1 - S_NODES**2
    radial = 1 - zbl_potential(r_min / x, Z) / e_rel - (impact * x / r_min)**2
    integral = np.sum(S_WEIGHTS * 2 * S_NODES / np.sqrt(radial))
    return np.pi - 2 * impact / r_min * integral


def conserved_transfer(m, M, u=0.0, q=0.0):
    """Energy gained by the target / E, from the conservation quadratic.

    Ion speed is 1, target velocity u, and q = Q/E is the inelastic loss.
    """
    P = m + M * u
    kinetic = m / 2 + M * u**2 / 2
    roots = np.roots([M**2 / (2 * m) + M / 2, -P * M / m,
                      P**2 / (2 * m) - kinetic + q * m / 2])
    w = max(roots.real)
    return M * (w**2 - u**2) / m


def relativistic_fraction(m, M, energy_over_mc2):
    mp.mp.dps = 40
    e, ratio = mp.mpf(energy_over_mc2), mp.mpf(M) / m
    p_in = mp.sqrt(e**2 + 2 * e)

    def mass_shell(T):
        p_target = mp.sqrt(T**2 + 2 * T * ratio)
        return (1 + e - T)**2 - (p_in - p_target)**2 - 1

    guess = e * fraction(m, M)
    return mp.findroot(mass_shell, (guess, guess * mp.mpf("1.001"))) / e


# Symbolic solution of momentum and energy conservation
ms, Ms, vs = sp.symbols("m M v", positive=True)
ws = sp.symbols("w", real=True)
ion_after = vs - Ms * ws / ms
solutions = sp.solve(sp.expand(ms * vs**2 - ms * ion_after**2 - Ms * ws**2), ws)
moving = [s for s in solutions if sp.simplify(s) != 0]
assert len(solutions) == 2 and len(moving) == 1
assert sp.simplify(Ms * moving[0]**2 / (ms * vs**2) - fraction(ms, Ms)) == 0
ion_ratio = sp.simplify(ion_after.subs(ws, moving[0]) / vs)
assert sp.simplify(ion_ratio - (ms - Ms) / (ms + Ms)) == 0

# Silicon mass at which both ions transfer the same fraction
mB, mAs = IONS["B-11"]["m"], IONS["As-75"]["m"]
equal_mass = brentq(lambda M: conserved_transfer(mB, M)
                    - conserved_transfer(mAs, M), 20, 40)
assert abs(equal_mass - np.sqrt(mB * mAs)) < 1e-8
assert abs(sum(SI_SHARE.values()) - 1) < 1e-10

rows = {}


def record(label, value, form=".4f"):
    rows.setdefault(label, []).append(format(float(value), form))


for name, ion in IONS.items():
    m, Z, E_keV = ion["m"], ion["Z"], ion["keV"]
    E = E_keV * 1000 / HARTREE_EV
    e_rel = E * M_SI / (m + M_SI)
    k = fraction(m, M_SI)
    expected_percent = {"B-11": 81, "As-75": 79}[name]
    isotope_k = {A: conserved_transfer(m, M) for A, M in SI_MASS.items()}
    mean_k = sum(SI_SHARE[A] * isotope_k[A] for A in SI_MASS)
    assert round(100 * isotope_k[28]) == expected_percent
    assert round(100 * mean_k) == expected_percent

    # Real screened repulsion, another hard barrier, and a penetrable barrier
    k_path = trajectory_fraction(m, E, 0.0, lambda r: zbl_force_over_r(r, Z))
    k_hard = trajectory_fraction(
        m, E, 0.0, lambda r: 2 * 3 * e_rel * np.exp(-r**2))
    k_soft = trajectory_fraction(
        m, E, 0.0, lambda r: 2 * 0.5 * e_rel * np.exp(-r**2))
    assert abs(k_path - k) < 1e-5 and abs(k_hard - k) < 1e-5
    assert k_soft < 1e-5

    # Off-axis transfer: scattering integral against laboratory trajectories
    p_half = brentq(lambda p: scattering_angle(p, e_rel, Z) - np.pi / 2,
                    1e-4, 1.0)
    for p in (p_half, 2 * p_half):
        theta = scattering_angle(p, e_rel, Z)
        off_axis = trajectory_fraction(
            m, E, p, lambda r: zbl_force_over_r(r, Z))
        assert abs(off_axis - k * np.sin(theta / 2)**2) < 1e-4
        assert off_axis < k
    p_half_nm = p_half * BOHR_NM
    strong_path_nm = 1 / (ATOMS_PER_NM3 * np.pi * p_half_nm**2)

    # Electronic loss: Lindhard-Scharff strength, Oen-Robinson locality
    speed_au = np.sqrt(2 * E / (m * U_AU))
    z_sum = Z**(2 / 3) + Z_SI**(2 / 3)
    stopping = 8 * np.pi * Z**(1 / 6) * Z * Z_SI / z_sum**1.5 * speed_au
    a = 0.8854 / np.sqrt(z_sum)
    prefactor = 0.045 * stopping / (np.pi * a**2)
    area_sum = quad(lambda p: 2 * np.pi * p * prefactor * np.exp(-0.3 * p / a),
                    0, 150 * a, epsabs=1e-9, limit=200)[0]
    assert abs(area_sum / stopping - 1) < 1e-6
    r_min = closest_approach(0.0, e_rel, Z)
    Q = prefactor * np.exp(-0.3 * r_min / a)
    k_inelastic = conserved_transfer(m, M_SI, q=Q / E)
    f = np.sqrt(1 - Q / e_rel)
    assert abs(k_inelastic - k * ((1 + f) / 2)**2) < 1e-10

    # Target motion: all vibrations given the top phonon energy
    kT = const.k * TEMPERATURE_K / const.e
    M_u2 = PHONON_EV / 2 / np.tanh(PHONON_EV / (2 * kT)) * const.e
    u_rms = np.sqrt(M_u2 / (M_SI * U_KG))
    ion_speed = np.sqrt(2 * E_keV * 1000 * const.e / (m * U_KG))
    u = u_rms / ion_speed
    thermal_shift = conserved_transfer(m, M_SI, u=u) / k - 1
    first_order = (M_SI - m) / m * u
    # Terms quadratic in u/v are left out of the first-order expression
    assert abs(thermal_shift / first_order - 1) < 1e-2

    # Relativistic correction from energy-momentum conservation
    rest_keV = m * U_KG * const.c**2 / const.e / 1000
    relative_shift = relativistic_fraction(m, M_SI, E_keV / rest_keV) / k - 1
    assert abs(relative_shift) < 1e-5

    record("ion mass (u)", m, ".6f")
    record("ion energy (keV)", E_keV, ".1f")
    record("ion speed (km/s)", ion_speed / 1000, ".1f")
    record("mass ratio, heavier/lighter", max(m, M_SI) / min(m, M_SI))
    record("fraction from mass numbers", fraction(ion["A"], 28))
    record("fraction k, Si-28", k)
    record("fraction k, trajectory, ZBL", k_path, ".6f")
    record("fraction k, trajectory, Gaussian", k_hard, ".6f")
    record("fraction, penetrable barrier", k_soft, ".1e")
    record("fraction k, Si-29", isotope_k[29])
    record("fraction k, Si-30", isotope_k[30])
    record("fraction k, natural-Si mean", mean_k)
    record("recoil energy (keV)", k * E_keV, ".2f")
    record("ion energy kept (keV)", (1 - k) * E_keV, ".2f")
    record("ion final/initial velocity", (m - M_SI) / (m + M_SI))
    record("relative-motion energy (keV)", e_rel * HARTREE_EV / 1000, ".2f")
    record("head-on closest approach (nm)", r_min * BOHR_NM, ".5f")
    record("half-transfer impact param. (nm)", p_half_nm, ".5f")
    record("path per such collision (nm)", strong_path_nm, ".0f")
    record("fraction at twice that param.", off_axis)
    record("electronic loss Q, rough (eV)", Q * HARTREE_EV, ".0f")
    record("fraction with electronic loss", k_inelastic)
    record("target rms speed, upper (km/s)", u_rms / 1000, ".3f")
    record("target-motion shift of k (%)", 100 * thermal_shift, ".3f")
    record("displacement/recoil energy (%)",
           100 * DISPLACEMENT_EV / (k * E_keV * 1000), ".3f")
    record("relativistic shift of k (%)", 100 * relative_shift, ".1e")

# The rare silicon isotopes reverse the order of the two ions
for A, M in SI_MASS.items():
    boron_ahead = conserved_transfer(mB, M) > conserved_transfer(mAs, M)
    assert boron_ahead == (A == 28)

print(f"{'quantity (unit)':35s}{'B-11':>12s}{'As-75':>12s}")
for label, values in rows.items():
    print(f"{label:35s}{values[0]:>12s}{values[1]:>12s}")
for A in SI_MASS:
    print(f"Si-{A}: mass {SI_MASS[A]:.6f} u, share {100*SI_SHARE[A]:.2f} %")
print(f"silicon mass for equal fractions: {equal_mass:.4f} u")
print(f"temperature: {TEMPERATURE_K:.0f} K")
print(f"rough top phonon energy: {1000*PHONON_EV:.0f} meV")
print(f"rough displacement energy: {DISPLACEMENT_EV:.0f} eV")
print(f"rough lattice constant: {LATTICE_NM:.3f} nm")
print(f"silicon atom density: {ATOMS_PER_NM3:.1f} per nm^3")
print("finished without a failed check")
```

Output:

```
quantity (unit)                            B-11       As-75
ion mass (u)                          11.009305   74.921595
ion energy (keV)                           30.0       100.0
ion speed (km/s)                          725.1       507.5
mass ratio, heavier/lighter              2.5412      2.6780
fraction from mass numbers               0.8100      0.7918
fraction k, Si-28                        0.8106      0.7919
fraction k, trajectory, ZBL            0.810583    0.791861
fraction k, trajectory, Gaussian       0.810583    0.791861
fraction, penetrable barrier            4.3e-33     2.3e-33
fraction k, Si-29                        0.7981      0.8044
fraction k, Si-30                        0.7859      0.8164
fraction k, natural-Si mean              0.8092      0.7932
recoil energy (keV)                       24.32       79.19
ion energy kept (keV)                      5.68       20.81
ion final/initial velocity              -0.4352      0.4562
relative-motion energy (keV)              21.53       27.19
head-on closest approach (nm)           0.00358     0.01071
half-transfer impact param. (nm)        0.00193     0.00616
path per such collision (nm)               1712         168
fraction at twice that param.            0.1515      0.1265
electronic loss Q, rough (eV)               120         454
fraction with electronic loss            0.8083      0.7852
target rms speed, upper (km/s)            0.361       0.361
target-motion shift of k (%)              0.077      -0.045
displacement/recoil energy (%)            0.062       0.019
relativistic shift of k (%)             2.8e-05     1.5e-05
Si-28: mass 27.976927 u, share 92.22 %
Si-29: mass 28.976495 u, share 4.69 %
Si-30: mass 29.973770 u, share 3.09 %
silicon mass for equal fractions: 28.7199 u
temperature: 300 K
rough top phonon energy: 64 meV
rough displacement energy: 15 eV
rough lattice constant: 0.543 nm
silicon atom density: 50.0 per nm^3
finished without a failed check
```
